# Chebyshev moments of a ring and the onset of finite-size effects: test program

```python
"""
Result under test: for a ring of L sites with scaled Hamiltonian
X = (S + S^-1)/2 (S = cyclic shift, spectrum cos k, k = 2 pi m/L), the moment
mu_n = Tr T_n(X)/L is 1 when L divides n and 0 otherwise. The infinite chain
has mu_n = 0 for all n > 0, so the two agree at every order below L.
T_n: Chebyshev polynomial; g_n: damping factor; N: number of moments kept;
phi: phase collected on going once round the ring. Energies are dimensionless.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.special import eval_chebyt


def shift_matrix(size, phi=0.0):
    shift = np.roll(np.eye(size), 1, axis=0).astype(complex)
    shift[0, size - 1] *= np.exp(1j * phi)
    return shift


def ring(size, phi=0.0):
    shift = shift_matrix(size, phi)
    return (shift + shift.conj().T) / 2


def chebyshev_matrices(matrix, count):
    terms = [np.eye(len(matrix), dtype=complex), matrix.astype(complex)]
    while len(terms) < count:
        terms.append(2 * matrix @ terms[-1] - terms[-2])
    return terms[:count]


def moments(matrix, count):
    return np.array([np.trace(term).real / len(matrix)
                     for term in chebyshev_matrices(matrix, count)])


def jackson(count):
    n = np.arange(count)
    a = np.pi / (count + 1)
    return ((count - n + 1) * np.cos(a * n)
            + np.sin(a * n) / np.tan(a)) / (count + 1)


def density(x, mu, g):
    n = np.arange(len(mu))
    weights = np.where(n == 0, 1.0, 2.0) * g * mu
    series = sum(w * eval_chebyt(int(k), x) for k, w in zip(n, weights))
    return series / (np.pi * np.sqrt(1 - x**2))


def clean(value):
    return round(float(value), 10) + 0.0


# Spectrum, moments and local moments from explicit matrices
for size in (1, 2, 3, 4, 7, 12, 15):
    X = ring(size)
    levels = np.sort(np.cos(2 * np.pi * np.arange(size) / size))
    assert np.allclose(np.linalg.eigvalsh(X), levels, atol=1e-12)
    S = shift_matrix(size)
    for n, term in enumerate(chebyshev_matrices(X, 3 * size + 2)):
        expected = 1.0 if n % size == 0 else 0.0
        assert np.allclose(np.diag(term), expected, atol=1e-10)
        power = np.linalg.matrix_power(S, n)
        assert np.allclose(term, (power + power.conj().T) / 2, atol=1e-10)

# Infinite chain: level counting in a long open chain, then its moments
long_size = 1001
long_levels = eigvalsh_tridiagonal(np.zeros(long_size),
                                   np.full(long_size - 1, 0.5))
for x in (-0.83, -0.31, 0.12, 0.47, 0.91):
    integral = quad(lambda y: 1 / (np.pi * np.sqrt(1 - y * y)), -1, x)[0]
    # counting whole levels limits the agreement to about one level
    assert abs(np.mean(long_levels < x) - integral) < 2 / long_size
for n in range(13):
    value = quad(lambda y: eval_chebyt(n, y) / np.pi, -1, 1,
                 weight='alg', wvar=(-0.5, -0.5))[0]
    assert abs(value - (n == 0)) < 1e-8

# Reconstructed density of states
L = 12
X = ring(L)
mu = moments(X, 2 * L + 1)
theta = np.linspace(0.05, np.pi - 0.05, 301)
grid = np.cos(theta)
smooth = 1 / (np.pi * np.sqrt(1 - grid**2))
random_damping = np.random.default_rng(1).uniform(-1, 1, L)
random_damping[0] = 1.0
for g in (jackson(L), np.ones(L), random_damping):
    assert np.allclose(density(grid, mu[:L], g), smooth, atol=1e-9)
for N in (L + 1, 18, 2 * L):
    g = jackson(N)
    ripple = (1 + 2 * g[L] * np.cos(L * theta)) / (np.pi * np.sin(theta))
    assert g[L] > 0
    assert np.allclose(density(grid, mu[:N], g), ripple, atol=1e-9)

# Closed walks per site, in integer arithmetic
walks = {}
for size in (7, 12):
    shift = np.roll(np.eye(size, dtype=np.int64), 1, axis=0)
    for n in range(size + 1):
        count = int(np.linalg.matrix_power(shift + shift.T, n)[0, 0])
        line_count = math.comb(n, n // 2) if n % 2 == 0 else 0
        assert count - line_count == (2 if n == size else 0)
        walks[size, n] = (count, line_count)

# A phase round the ring changes only the winding moments
for phi in (np.pi / 3, np.pi / 2, 1.1):
    for n, value in enumerate(moments(ring(L, phi), 3 * L + 1)):
        expected = np.cos(n // L * phi) if n % L == 0 else 0.0
        assert abs(value - expected) < 1e-10
mu_phase = moments(ring(L, np.pi / 3), 2 * L + 1)

# Open chain of the same length
open_chain = (np.eye(L, k=1) + np.eye(L, k=-1)) / 2
mu_open = moments(open_chain, 2 * (L + 1))
for n in range(1, 2 * (L + 1)):
    assert abs(mu_open[n] - (-1 / L if n % 2 == 0 else 0.0)) < 1e-10

# Mean of |x|: a function that is not a polynomial
ring_levels = np.linalg.eigvalsh(X)
mean_ring = np.mean(np.abs(ring_levels))
mean_line = quad(lambda k: abs(np.cos(k)) / np.pi, 0, np.pi,
                 points=[np.pi / 2])[0]
assert abs(mean_line - 2 / np.pi) < 1e-10
for j in range(1, 9):
    coefficient = quad(lambda k: 2 / np.pi * abs(np.cos(k)) * np.cos(2*j*k),
                       0, np.pi, points=[np.pi / 2])[0]
    assert abs(coefficient
               - 4 / np.pi * (-1)**(j + 1) / (4 * j * j - 1)) < 1e-9
r = np.arange(1, 20001, dtype=float)
winding_terms = -4 / np.pi / (144 * r**2 - 1)
# the omitted tail of the sum is about 4.4e-7
assert abs(mean_ring - mean_line - winding_terms.sum()) < 1e-6

# Opposite sign of the scaled Hamiltonian
mu_reversed = moments(-ring(7), 15)
for n, value in enumerate(mu_reversed):
    assert abs(value - ((-1)**n if n % 7 == 0 else 0)) < 1e-10
assert np.allclose(moments(-X, 2 * L + 1), mu, atol=1e-10)

print("All energies and densities are dimensionless (energy unit 2h)")
print(f"ring size L = {L} sites")
print(f"distinct ring levels = {len(np.unique(np.round(ring_levels, 9)))}")
for n in (0, 1, 2, 6, 11, 12, 13, 23, 24):
    print(f"ring moment mu_{n} = {clean(mu[n]):.6f}")
print(f"largest |mu_n| for n = 1 to 11: {clean(max(abs(mu[1:L]))):.6f}")
x_level = clean(np.cos(np.pi / 2))
x_middle = np.cos(5 * np.pi / 12)
print(f"x at a level = {x_level:.6f}, x midway in angle = {x_middle:.6f}")
for label, x in (("level", x_level), ("midway", x_middle)):
    print(f"infinite-chain density, {label} = "
          f"{1 / (np.pi * np.sqrt(1 - x * x)):.6f}")
for N in (12, 13, 24):
    g = jackson(N)
    if N > L:
        print(f"N = {N}: Jackson g_12 = {g[L]:.6f}, "
              f"relative ripple 2 g_12 = {2 * g[L]:.6f}")
    print(f"N = {N}: density at level = {density(x_level, mu[:N], g):.6f}, "
          f"midway = {density(x_middle, mu[:N], g):.6f}")
for n in (10, 12):
    print(f"closed walks of {n} steps: ring {walks[L, n][0]}, "
          f"infinite chain {walks[L, n][1]}")
print(f"phase pi/3: mu_11 = {clean(mu_phase[11]):.6f}, "
      f"mu_12 = {clean(mu_phase[12]):.6f}, mu_24 = {clean(mu_phase[24]):.6f}")
print(f"open chain of 12 sites: mu_1 = {clean(mu_open[1]):.6f}, "
      f"mu_2 = {clean(mu_open[2]):.6f}")
print(f"mean |x|: ring {mean_ring:.6f}, infinite chain {mean_line:.6f}")
print(f"difference of mean |x| = {mean_ring - mean_line:.6f}")
print(f"part of it from order 12 = {winding_terms[0]:.6f}, "
      f"from order 24 = {winding_terms[1]:.6f}")
print(f"sum over winding orders = {winding_terms.sum():.6f}")
print(f"L = 7 with spectrum -cos k: mu_7 = {clean(mu_reversed[7]):.6f}, "
      f"mu_14 = {clean(mu_reversed[14]):.6f}")
print("every check passed")
```

It prints:

```
All energies and densities are dimensionless (energy unit 2h)
ring size L = 12 sites
distinct ring levels = 7
ring moment mu_0 = 1.000000
ring moment mu_1 = 0.000000
ring moment mu_2 = 0.000000
ring moment mu_6 = 0.000000
ring moment mu_11 = 0.000000
ring moment mu_12 = 1.000000
ring moment mu_13 = 0.000000
ring moment mu_23 = 0.000000
ring moment mu_24 = 1.000000
largest |mu_n| for n = 1 to 11: 0.000000
x at a level = 0.000000, x midway in angle = 0.258819
infinite-chain density, level = 0.318310
infinite-chain density, midway = 0.329539
N = 12: density at level = 0.318310, midway = 0.329539
N = 13: Jackson g_12 = 0.007074, relative ripple 2 g_12 = 0.014147
N = 13: density at level = 0.322813, midway = 0.324877
N = 24: Jackson g_12 = 0.348659, relative ripple 2 g_12 = 0.697318
N = 24: density at level = 0.540273, midway = 0.099746
closed walks of 10 steps: ring 252, infinite chain 252
closed walks of 12 steps: ring 926, infinite chain 924
phase pi/3: mu_11 = 0.000000, mu_12 = 0.500000, mu_24 = -0.500000
open chain of 12 sites: mu_1 = 0.000000, mu_2 = -0.083333
mean |x|: ring 0.622008, infinite chain 0.636620
difference of mean |x| = -0.014611
part of it from order 12 = -0.008904, from order 24 = -0.002214
sum over winding orders = -0.014611
L = 7 with spectrum -cos k: mu_7 = -1.000000, mu_14 = 1.000000
every check passed
```
